# Interlayer exchange coupling from spin-dependent reflection amplitudes: Bruno's formula derived

## Definitions and conventions

Two semi-infinite ferromagnets A and B enclose \(N\) layers of a nonmagnetic spacer with layer spacing \(d\), so \(D=Nd\). Their magnetizations make an angle \(\theta\). Electrons are independent and move in potentials frozen as \(\theta\) changes (the force-theorem approximation), at fixed chemical potential \(\mu\) and temperature \(T\), with Fermi function \(f\). The interfaces are flat, so \(\mathbf k_\parallel\) is conserved. The coupling is the part of the grand potential per area that needs both magnets, \(E(\theta)=J_0+J_1\cos\theta+J_2\cos^2\theta+\dots\), and \(J_1>0\) favours antiparallel alignment. We write \(E_F=E(0)\), \(E_{AF}=E(\pi)\).

The explicit model has one orbital per site, hopping \(-t\) between layers and a square in-plane lattice with \(\varepsilon_\parallel=-2t_\parallel(\cos k_xa+\cos k_ya)\). At fixed \(\mathbf k_\parallel\) it is a chain with on-site energy \(\varepsilon_\parallel\) on the spacer sites \(1,\dots,N\) and \(\varepsilon_\parallel+U_\sigma\) on the magnet sites (\(n\le0\) for A, \(n\ge N+1\) for B), where \(\sigma=\uparrow,\downarrow\) refers to the local magnetization. Energies \(z\) lie in the upper half plane.

## One chain, one spin, one interface

A wave \(\psi_n=\lambda^n\) solves \((z-\varepsilon_\parallel)\psi_n=-t(\psi_{n+1}+\psi_{n-1})\) in the spacer, and \(\nu^n\) solves it in the magnet, if
\[ z-\varepsilon_\parallel=-t(\lambda+1/\lambda),\qquad z-\varepsilon_\parallel-U=-t(\nu+1/\nu). \]
We take the roots with \(|\lambda|,|\nu|<1\). Since \(\mathrm{Im}(\lambda+1/\lambda)=\mathrm{Im}\lambda\,(1-|\lambda|^{-2})\), the condition \(\mathrm{Im}\,z>0\) forces \(\mathrm{Im}\lambda>0\), and likewise \(\mathrm{Im}\,\nu>0\). Inside the band \(\lambda=e^{ikd}\) with \(0<kd<\pi\), and the velocity \(\hbar v=2td\sin kd\) is positive.

The reflection amplitude at B is referred to the plane \(N+\tfrac12\): \(\psi_n=\lambda^{n-N-1/2}+r\lambda^{-(n-N-1/2)}\). The equation at site \(N\) extends this form to \(n=N+1\), and the equation at site \(N+1\) extends the decaying magnet wave to \(n=N\), so \(\psi_{N+1}=\nu\psi_N\). This reads \(\lambda^{1/2}+r\lambda^{-1/2}=\nu(\lambda^{-1/2}+r\lambda^{1/2})\). Multiplying by \(\lambda^{1/2}\) gives \(\lambda+r=\nu+r\nu\lambda\), hence
\[ r=\frac{\nu-\lambda}{1-\nu\lambda}. \]
Two identities bound it: \(|1-\nu\bar\lambda|^2-|\nu-\lambda|^2=(1-|\nu|^2)(1-|\lambda|^2)>0\) and \(|1-\nu\lambda|^2-|1-\nu\bar\lambda|^2=4\,\mathrm{Im}\nu\,\mathrm{Im}\lambda>0\). Together they give \(|r|<1\) for \(\mathrm{Im}\,z>0\).

*Limits.* For \(U=0\), \(\nu=\lambda\) and \(r=0\). For \(U\to\infty\), \(\nu\to0\) and \(r=-\lambda\), which makes \(\psi_{N+1}=0\). If the magnet state propagates, \(\nu=e^{ik'd}\); taking \(e^{i(k+k')d/2}\) out of numerator and denominator leaves the real amplitude
\[ r=\frac{\sin[(k-k')d/2]}{\sin[(k+k')d/2]},\qquad \cos k'd=\cos kd+\frac{U}{2t}. \]

## One chain, one spin, two interfaces

Let \(\mathcal N(\varepsilon)\) count the levels below \(\varepsilon\). The derivative of \(-k_BT\ln[1+e^{(\mu-\varepsilon)/k_BT}]\) is \(f\), so a partial integration of \(\Omega=-k_BT\int\mathcal N'\ln[\dots]d\varepsilon\) gives \(\Omega=-\int f\mathcal N\,d\varepsilon\); the boundary terms vanish because \(\mathcal N=0\) below the spectrum and the logarithm vanishes far above it. For one level, \(\mathrm{Im}\ln(\varepsilon+i0-\varepsilon_j)\) drops from \(\pi\) to 0 at \(\varepsilon_j\), so \(\mathcal N=-\pi^{-1}\mathrm{Im}\ln\det(\varepsilon+i0-H)+\text{const}\).

Write \(H=H_0+V_A+V_B\), with \(H_0\) the spacer extended everywhere and \(G_0=(z-H_0)^{-1}\), on a long finite chain whose ends are sent to infinity at fixed \(\mathrm{Im}\,z>0\). Then \(\det(z-H)=\det(z-H_0)\det(1-X-Y)\) with \(X=G_0V_A\), \(Y=G_0V_B\). From \((1-X)(1-Y)=1-X-Y+XY\),
\[ 1-X-Y=(1-X)\big[1-(1-X)^{-1}X\,Y(1-Y)^{-1}\big](1-Y). \]
As \(X\) commutes with \((1-X)^{-1}\), the bracket is \(1-G_0T_AG_0T_B\) with \(T=V(1-G_0V)^{-1}\). The outer factors describe each magnet alone and cancel in \(\Delta\Omega=\Omega_{AB}-\Omega_A-\Omega_B+\Omega_0\), as do the constants. This leaves Lloyd's form
\[ \Delta\Omega=\frac1\pi\,\mathrm{Im}\int d\varepsilon\,f\,L(\varepsilon+i0),\qquad L=\ln\det[1-G_0T_AG_0T_B]. \]

The free Green function is \(G_{0,nm}=g\lambda^{|n-m|}\); the equation at \(n=m\) gives \(t(\lambda-1/\lambda)g=1\). Between a site \(n\) of A and a site \(m\) of B it separates: \(g\lambda^{m-n}=g\lambda^Nu_nw_m\) with \(u_n=\lambda^{1/2-n}\), \(w_m=\lambda^{m-N-1/2}\). Because \(T_B\) acts on B sites alone and \(\det(1-PQ)=\det(1-QP)\), the determinant can be taken on B, where the operator is \(1-g^2\lambda^{2N}\,w\,(u^TT_Au)\,w^TT_B\). With \(\det(1-wy^T)=1-y^Tw\) it equals \(1-\lambda^{2N}(g\,u^TT_Au)(g\,w^TT_Bw)\). To identify the brackets, take B alone: \(G=G_0+G_0T_BG_0\) gives, for spacer sites \(n>m\),
\[ G_{nm}=g\lambda^{N+1/2-m}\big[\lambda^{n-N-1/2}+(g\,w^TT_Bw)\,\lambda^{-(n-N-1/2)}\big]. \]
This is the form that defined \(r\), so \(g\,w^TT_Bw=r_B\), and by mirror symmetry \(g\,u^TT_Au=r_A\), referred to the plane \(\tfrac12\). Therefore
\[ L=\ln\big(1-r_Ar_B\,p\big),\qquad p=\lambda^{2N}=e^{iqD},\quad q=2k. \]
The factor \(r_Ar_Bp\) is the amplitude for one round trip. For a spacer with one right-moving and one left-moving state \(k_\perp^\pm\) that are not mirror images, \(G_0\) separates in the same way once \(D\) is large enough for any additional evanescent states of the spacer to have decayed, with \(e^{ik_\perp^+D}\) one way and \(e^{-ik_\perp^-D}\) back, so \(q=k_\perp^+-k_\perp^-\) and \(\partial q/\partial\varepsilon=1/\hbar v_\perp^+-1/\hbar v_\perp^-\equiv2/\hbar v\). That case is not tested numerically here.

*Limit.* Two hard walls give \(1-\lambda^{2N+2}=0\), or \(kd=\pi j/(N+1)\), the levels of an isolated \(N\)-site chain.

Since \(|r_Ar_Bp|<1\), \(L\) is analytic in the upper half plane. At large \(|z|\), \(\lambda\simeq-t/z\) and \(r\simeq\nu-\lambda=O(z^{-2})\), so \(L=O(z^{-2N-4})\). The contour closes above on arcs that pass between the poles of \(f\), which sit at \(\mu+i\omega_n\), \(\omega_n=(2n+1)\pi k_BT\), with residue \(-k_BT\). Then \(\int fL=2\pi i(-k_BT)\sum L\), and
\[ \Delta\Omega=-2k_BT\,\mathrm{Re}\sum_{n\ge0}L(\mu+i\omega_n)\;\xrightarrow{T\to0}\;-\frac1\pi\,\mathrm{Re}\int_0^\infty L(\mu+iy)\,dy, \]
the limit following from the pole spacing \(2\pi k_BT\).

## Spin and the angle

With spin, \(G_0\) is the unit matrix in spin space, the separable block has rank two, and the same reduction gives \(L=\ln\det[1-R_AR_Bp]\). Each \(R\) is diagonal along its own magnetization \(\mathbf m\):
\[ R=\bar r+\Delta r\,\mathbf m\cdot\boldsymbol\sigma,\qquad \bar r=\tfrac12(r^\uparrow+r^\downarrow),\quad \Delta r=\tfrac12(r^\uparrow-r^\downarrow). \]
A spin rotation preserves the norm \(\max_\sigma|r^\sigma|<1\), so the eigenvalues \(\rho_\pm\) of \(R_AR_B\) obey \(|\rho_\pm|<1\) and the contour argument stands. For a \(2\times2\) matrix, \(\det(1-Mp)=1-p\,\mathrm{tr}M+p^2\det M\). Using \(\mathrm{tr}\,\sigma_i=0\), \(\mathrm{tr}\,\sigma_i\sigma_j=2\delta_{ij}\) and \(\det R=r^\uparrow r^\downarrow\),
\[ \det=1-2(\bar r_A\bar r_B+\Delta r_A\Delta r_B\cos\theta)\,p+r_A^\uparrow r_A^\downarrow r_B^\uparrow r_B^\downarrow\,p^2. \]
Summing over channels with \(\int d^2k_\parallel/4\pi^2\) per area gives a result that is exact for the explicit one-orbital model with frozen potentials,
\[ E(\theta)=\frac{1}{4\pi^3}\,\mathrm{Im}\int d^2k_\parallel\int d\varepsilon\,f\,\ln\det[1-R_AR_Be^{iqD}]. \]
The angle enters through \(\Delta r_A\Delta r_B\cos\theta\) and nowhere else. To first order in the round trip, \(\ln\det\simeq-p\,\mathrm{tr}R_AR_B\), and
\[ J_1=-\frac{1}{2\pi^3}\,\mathrm{Im}\int d^2k_\parallel\int d\varepsilon\,f\,\Delta r_A\Delta r_B\,e^{iqD}. \]

*Limits.* If either \(\Delta r\) vanishes, \(E\) does not depend on \(\theta\), however strong \(\bar r\) is. At \(\theta=0\) the trace is \(r_A^\uparrow r_B^\uparrow+r_A^\downarrow r_B^\downarrow\) and the determinant factors into \((1-r_A^\uparrow r_B^\uparrow p)(1-r_A^\downarrow r_B^\downarrow p)\); at \(\theta=\pi\) the spins of B are exchanged.

*Test.* A chain with \(\varepsilon_\parallel=0.25\) eV, \(N=5\), \(k_BT=0.05\) eV, \(t=1\) eV, \(\mu=-0.3\) eV, \(U_A=(-0.4,3.5)\) eV, \(U_B=(-0.9,1.1)\) eV and 150 layers per magnet was diagonalized. It gives \(\Delta\Omega=8.438838\), \(4.484774\), \(-8.486928\) meV at \(\theta=0°,60°,180°\), equal to the Matsubara formula within the asserted \(10^{-8}\) eV. A pure form \(J_0+J_1\cos\theta\) through the end points has \(J_0=-0.024\) and \(J_1=8.463\) meV and predicts 4.207 meV at \(60°\), against 4.485 meV. With these strong reflections the first-order form is insufficient.

## The energy sum: first factor \(1/D\)

Take one term \(L=c(z)e^{iq(z)D}\) in a channel that propagates at \(\mu\). To first order, \(q(\mu+i\omega)=q+2i\omega/\hbar v\), so the term decays as \(e^{-2\omega D/\hbar v}\) and frequencies \(\omega\lesssim\hbar v/D\) dominate. With \(c\) fixed at \(c(\mu)\) and \(x=2\pi k_BTD/\hbar v\), the geometric sum is \(\sum_ne^{-(2n+1)x}=e^{-x}/(1-e^{-2x})=1/(2\sinh x)\). Using \(k_BT/x=\hbar v/2\pi D\),
\[ \Delta\Omega\simeq-\frac{k_BT}{\sinh x}\mathrm{Re}[c\,e^{iqD}]=-\frac{\hbar v}{2\pi D}F(x)\,\mathrm{Re}[c\,e^{iqD}],\qquad F(x)=\frac{x}{\sinh x}. \]
The factor \(F\) is also the Fourier transform of \(-f'\) at the round-trip time \(2D/v\), which the program checks by quadrature. The leading term contains Fermi-level quantities alone. With \(c=-2\Delta r_A\Delta r_B\cos\theta\), one channel contributes \((\hbar v/\pi D)F\,\mathrm{Re}[\Delta r_A\Delta r_Be^{iqD}]\) to \(J_1\).

The neglected terms are \(i\omega c'/c\) and \(-iq''\omega^2D/2\). At fixed \(x\), \(\omega\sim\hbar v/D\), and both are of relative order \(d/D\) provided \(c\) and \(q\) vary on the scale of the band width. At fixed \(T\) and growing \(D\) the first term stays constant and the second grows. The lowest frequency then dominates the sum, and both \(c\) and \(q\) must be taken at \(\mu+i\pi k_BT\). A channel that is evanescent at \(\mu\) has \(|\lambda|<1\) there and decays exponentially with \(N\).

*Limits.* For \(D\) far below the thermal length \(\hbar v/2\pi k_BT\), \(F\to1\). Far above it, \(F\to2xe^{-x}\) and the power law is lost. For \(t_\parallel=0\) all channels are equal, the Fermi surface is flat, and the coupling decays as \(D^{-1}\) at \(T=0\).

## The \(\mathbf k_\parallel\) integral: second factor \(1/D\)

What remains is \(\int d^2k_\parallel\,h\,e^{iqD}\) with \(q\) taken at \(\mu\) and \(h=\hbar vF\Delta r_A\Delta r_B\). Where \(\nabla q\ne0\) and \(h,q\) are smooth, \(e^{iqD}=(iD|\nabla q|^2)^{-1}\nabla q\cdot\nabla e^{iqD}\), and each partial integration gains a factor \(1/D\), with no boundary terms in the periodic zone if the spacer propagates throughout it. If the spacer Fermi surface ends inside the zone, \(\lambda=\pm1\) at its edge, so \(r=-\lambda\) for each spin with \(U_\sigma\neq0\). Both \(\Delta r\) and \(v\) then vanish there, and the edge adds no boundary term at leading order. If one \(U_\sigma\) is zero, that amplitude is zero and \(|\Delta r|\to\tfrac12\) at the edge; \(v\) still vanishes, and the edge again adds no term at leading order. The leading contribution therefore comes from points \(\alpha\) with \(\nabla q=0\). At fixed energy \(\nabla k_\perp^\pm=-\mathbf v_\parallel^\pm/v_\perp^\pm\), so the condition is \(\mathbf v_\parallel^+/v_\perp^+=\mathbf v_\parallel^-/v_\perp^-\). The two velocities are collinear, and since \(v_\perp^+>0>v_\perp^-\) they are antiparallel: \(q_\alpha\) is a stationary spanning vector of the bulk spacer Fermi surface along the growth axis.

Near such a point \(q=q_\alpha+\tfrac12(b_1u_1^2+b_2u_2^2)\) in principal axes, with \(b_1b_2\neq0\) assumed. The rotation \(u=e^{i\pi\,\mathrm{sgn}(b)/4}s\) turns \(ibDu^2/2\) into \(-|b|Ds^2/2\), so
\[ \int du\,e^{ibDu^2/2}=\sqrt{\frac{2\pi}{|b|D}}\;e^{i\pi\,\mathrm{sgn}(b)/4}. \]
With \(s_\alpha=\mathrm{sgn}\,b_1+\mathrm{sgn}\,b_2\),
\[ J_1\simeq\sum_\alpha\frac{1}{4\pi^2}\,\frac{\hbar v_\alpha F}{\pi D}\,\frac{2\pi}{D\sqrt{|b_1b_2|}}\,\mathrm{Re}\big[\Delta r_A\Delta r_Be^{iq_\alpha D+i\pi s_\alpha/4}\big]. \]
Setting \(\kappa=2/\sqrt{|b_1b_2|}\) and using \(\mathrm{Re}\,w=\mathrm{Im}(iw)\) gives Bruno's formula,
\[ J_1\simeq\sum_\alpha\frac{\hbar v_\alpha\kappa_\alpha}{4\pi^2D^2}\,\mathrm{Im}\big[\Delta r_A\Delta r_B\,e^{iq_\alpha D+i\varphi_\alpha}\big]\,F\!\left(\frac{2\pi k_BTD}{\hbar v_\alpha}\right), \]
where \(\varphi=\pi/2+\pi s/4\) equals \(0\), \(\pi/2\), \(\pi\) for a maximum, saddle, minimum of \(q\). At this order the spacer sets the periods and \(v\kappa\), and the magnets enter through \(\Delta r_A\Delta r_B\) at \((\mu,\mathbf k_\parallel^\alpha)\).

*Limits.* For free electrons \(q=2\sqrt{k_F^2-k_\parallel^2}\) has a maximum with \(b_1=b_2=-2/k_F\). Then \(\kappa=k_F\), \(\hbar v=\hbar^2k_F/m\), the prefactor is \(\hbar^2k_F^2/4\pi^2mD^2\) and the period is \(\pi/k_F\). If \(q\) does not depend on one in-plane direction, that Gaussian factor \(D^{-1/2}\) is absent and the decay is \(D^{-3/2}\); with both absent it is the \(D^{-1}\) found above.

The \(1/D^2\) law thus needs non-degenerate stationary points, \(x\ll1\), and amplitudes that are continuous and nonzero there. How fast it is approached depends on their smoothness. At a band edge of a magnet \(\nu\) has a square-root branch point, so \(\Delta r\) has a cusp but stays continuous. If the edge sits at a stationary point, the \(1/D^2\) term still leads, but the relative correction falls only as \(D^{-1/2}\) instead of \(D^{-1}\). An edge within the Gaussian width \((|b|D)^{-1/2}\) of a stationary point therefore makes the formula inaccurate at that thickness. The value of \(D\) depends on the reference planes: moving them changes \(D\) and the phases of \(r\) but not \(r_Ar_Be^{iqD}\), and changes \(1/D^2\) at relative order \(d/D\), which the formula does not resolve. The hard-wall case, where \(N+1\) replaces \(N\), is an example.

## Multiple round trips

Expanding \(\ln\det=-\sum_\pm\sum_{n\ge1}\rho_\pm^np^n/n\), the \(n\)-th term has \(p^n=e^{iq\,nD}\), so both steps apply with \(D\to nD\). The energy sum gives \(+(\hbar v/2\pi nD)F(nx)/n\) and the Gaussian gives \(2\pi/(nD\sqrt{|b_1b_2|})\) with the same phase \(e^{i\pi s/4}\). Collecting the factors with \(1/4\pi^2\),
\[ E(\theta)\simeq\sum_\alpha\frac{\hbar v_\alpha\kappa_\alpha}{8\pi^2D^2}\,\mathrm{Im}\Big[e^{i\varphi_\alpha}\sum_\pm\sum_{n\ge1}\frac{(\rho_\pm e^{iq_\alpha D})^n}{n^3}F(nx_\alpha)\Big]. \]
At \(T=0\) the sum over \(n\) is the trilogarithm \(\mathrm{Li}_3\). Harmonics \(nq_\alpha\) appear and the prefactor \(1/D^2\) is unchanged. Term-by-term treatment is safe when the series converges geometrically, that is for \(|\rho|<1\) at \(\mu\) or for \(T>0\).

*Limits.* The \(n=1\) term has \(\rho_++\rho_-=\mathrm{tr}R_AR_B\) and returns \(J_1\) above. The \(n=2\) term has \(\rho_+^2+\rho_-^2=(\mathrm{tr})^2-2\det\), whose \(\cos^2\theta\) part is \(4(\Delta r_A\Delta r_B)^2\), so a biquadratic coupling with wavevector \(2q_\alpha\) starts at fourth order in \(\Delta r\). For identical magnets the \(n=1\) and \(n=2\) coefficients in \(E_F-E_{AF}\) are \((r^\uparrow-r^\downarrow)^2\) and \((r^{\uparrow2}-r^{\downarrow2})^2/8\), in the ratio \((r^\uparrow+r^\downarrow)^2/8\).

*Test.* With \(U_\downarrow=3.5\) eV in the model below, \(\mu-\varepsilon_\parallel-U_\downarrow<-2t\) in the whole zone and the minority spin is totally reflected. At \(k_BT=0.4\,\mathrm{eV}/N\), which holds \(x\) fixed, the rms error of \(N^2[E(0)-E(\pi)]\) relative to the rms of the full integral is 0.0341 for \(N=80\)–99 and 0.0178 for \(N=160\)–179. For \(\theta=90°\) it is 0.0339 and 0.0179. The ratios, 0.52 and 0.53, agree with a \(1/N\) correction.

## Discrete layers

For integer \(N\), \(e^{iqNd}\) is unchanged by \(q\to q-2\pi m/d\). The period seen at integer \(N\) is the thickness \(\Lambda=2\pi/|q-2\pi m/d|\), or \(\Lambda/d\) layers, with \(m\) chosen so that \(|qd-2\pi m|\le\pi\).

## Worked example

Take \(t=1\), \(t_\parallel=0.3\), \(\mu=-0.3\), \(U_\uparrow=-0.4\), \(U_\downarrow=0.2\) eV for both magnets, \(a=0.25\) nm and \(d=0.2\) nm. These are round model parameters, without self-consistency, d bands or roughness. Here \(\mu-\varepsilon_\parallel\) runs from \(-1.5\) to \(0.9\) eV, so spacer and magnet states propagate in the whole zone and the amplitudes are real and smooth.

From \(\cos(qd/2)=-(\mu-\varepsilon_\parallel)/2t\) follows \(\partial(qd)/\partial\varepsilon_\parallel=-2/\tilde v\) with \(\tilde v=\hbar v/d\). The gradient of \(q\) is proportional to \((\sin k_xa,\sin k_ya)\) and vanishes at \(\bar\Gamma\), at two points \(\bar X\) and at \(\bar M\). There \(\partial^2(qd)/\partial(k_xa)^2=-4t_\parallel\cos(k_xa)/\tilde v\), so \(\tilde\kappa=\kappa a^2/d=\tilde v/2t_\parallel\), and \(\bar\Gamma\), \(\bar X\), \(\bar M\) are maximum, saddle and minimum. Per surface cell the amplitude is \(J_1a^2N^2=\tilde v\tilde\kappa\Delta r^2/4\pi^2\) per point.

At \(\bar\Gamma\), \(\cos(qd/2)=-0.45\) gives \(qd=4.0751\), aliased to \(2\pi-4.0751=2.2081\), a period of 2.846 layers (0.569 nm). The curvature is \(-1.2/1.7861=-0.6719\), \(\tilde\kappa=1.7861/0.6=2.9768\), \(\Delta r=(-0.1443-0.0596)/2\approx-0.1019\), and the amplitude is \(1.7861\times2.9768\times0.1019^2/4\pi^2=1.40\) meV.

| point | \(qd\) | period (layers) | \(\tilde v\) (eV) | \(\Delta r\) | amplitude (meV) |
|---|---|---|---|---|---|
| \(\bar\Gamma\) | 4.0751 | 2.846 | 1.7861 | −0.1019 | 1.3990 |
| \(2\bar X\) | 2.8405 | 2.212 | 1.9774 | −0.0762 | 1.9155 |
| \(\bar M\) | 1.4455 | 4.347 | 1.3229 | −0.1581 | 1.8457 |

The phases \(0,\pi/2,\pi\) turn the three terms into \(+\sin\), \(+\cos\), \(-\sin\). At \(N=10\) and \(T=0\),
\[ J_1a^2=\frac{1.3990\sin40.751+1.9155\cos28.405-1.8457\sin14.455}{100}\ \text{meV}. \]
The terms are \(0.125\), \(-1.899\) and \(-1.753\), so \(J_1a^2=-35.27\) μeV. With 2563.5 mJ/m² per eV per cell this is \(-0.090\) mJ/m², favouring parallel alignment. The full integral gives \((E_F-E_{AF})/2=-36.37\) μeV, or \(-0.093\) mJ/m². At 300 K the thermal lengths are 11.00, 12.17 and 8.14 layers, and
\[ 0.125\times0.8744-1.899\times0.8958-1.753\times0.7868=-2.971, \]
or \(-29.71\) μeV (\(-0.076\) mJ/m²), against \(-30.76\) μeV (\(-0.079\) mJ/m²) from the full Matsubara sum.

The numerical check over \(N=80\)–239 at \(T=0\) tests the periods, amplitudes, phases and decay exponents; it does not test \(F\), which equals 1 there. The three largest Fourier peaks of \(N^2(E_F-E_{AF})\) lie at 2.2082, 2.8405 and 1.4454. A fit of the numerically integrated first-order \(N^2J_1\), with free complex amplitudes and \(1/N\), \(1/N^2\) corrections at the three \(q_\alpha\), returns \(1.3990\), \(1.9155i\) and \(-1.8457\) meV, confirming the phases. Fitted exponents are 2.000 for this surface, 1.500 with one in-plane hopping removed and 1.000 with both removed. Multiple round trips change \((E_F-E_{AF})/2\) by \(4.68\times10^{-4}\) in rms relative to its full value, within the range of \((r^\uparrow+r^\downarrow)^2/8\), which is \(9\times10^{-4}\), \(3\times10^{-4}\) and \(1.5\times10^{-4}\) at the three points.

The pointwise error of the asymptotic formula with all round trips does not fall monotonically. Relative to the full value it is 3% at \(N=10\), 4% at 20, 19% at 40 (\(-0.3701\) against \(-0.3107\) μeV), 11% at 100 and about 1% at 200. At \(N=40\) the three terms, \(-0.49\), \(1.66\) and \(-1.76\ \text{meV}/N^2\), largely cancel. At \(N=100\) they are \(-1.09\), \(0.51\) and \(-0.06\ \text{meV}/N^2\): the last two are reduced by their phases, and the cancellation is only partial. The sum of amplitudes, \(5.16\ \text{meV}/N^2\), is 3.2 and 0.52 μeV there, about ten times the result. Relative to that envelope the errors are 2.1%, 2.1%, 1.8%, 1.2% and 0.4%. These single values do not display a clean \(1/N\) law, because the correction itself oscillates with \(N\). Each correction carries the factor \(e^{iq_\alpha D}\). For real \(\Delta r\) the energy corrections listed above are \(i\) times a real number. So are the next-order terms of the Gaussian step: with \(\langle u^2\rangle=i/bD\) and \(\langle u^4\rangle=3\langle u^2\rangle^2\), both \(h''\langle u^2\rangle/2h\) and \(iD\,q^{(4)}\langle u^4\rangle/24\) are \(i/D\) times a real number. The \(1/N\) correction is therefore in quadrature with the leading term of each point. A single \(N\) samples it at one phase, and at \(N=10\) the \(1/N^2\) terms are comparable and happen to cancel most of it. The 3% there is thus not a measure of the typical error at that thickness: over \(N=7\)–13 the rms error of \(N^2J_1\) is 18% of its rms value.

## Computed values

```
chain: e=0.25 eV, N=5, kT=0.05 eV, UA=(-0.4, 3.5), UB=(-0.9, 1.1) eV, magnets 150 layers
 theta=0 deg: diag 8.438838, formula 8.438838 meV
 theta=60 deg: diag 4.484774, formula 4.484774 meV
 theta=180 deg: diag -8.486928, formula -8.486928 meV
model: t=1.0, tp=0.3, mu=-0.3, U_up=-0.4, U_dn=0.2 eV; a=0.25, d=0.2 nm
kT at 300 K = 0.02585 eV
G (x1): e=-1.20 eV, q d=4.0751, aliased 2.2081, FFT peak 2.2082
  period 2.846 layers = 0.569 nm; phi/pi=0.00
  hbar v/d=1.7861 eV, Hessian -0.6719 -0.6719, kappa a^2/d=2.9768
  r_up=-0.1443, r_dn=0.0596, dr=-0.1019
  amplitude meV: formula 1.3990+0.0000i, fit 1.3990-0.0000i
  300 K: thermal length 11.00 layers, F(N=10)=0.8744
X (x2): e=-0.00 eV, q d=2.8405, aliased 2.8405, FFT peak 2.8405
  period 2.212 layers = 0.442 nm; phi/pi=0.50
  hbar v/d=1.9774 eV, Hessian -0.6069 0.6069, kappa a^2/d=3.2956
  r_up=-0.1003, r_dn=0.0521, dr=-0.0762
  amplitude meV: formula 0.0000+1.9155i, fit -0.0000+1.9155i
  300 K: thermal length 12.17 layers, F(N=10)=0.8958
M (x1): e=1.20 eV, q d=1.4455, aliased 1.4455, FFT peak 1.4454
  period 4.347 layers = 0.869 nm; phi/pi=1.00
  hbar v/d=1.3229 eV, Hessian 0.9071 0.9071, kappa a^2/d=2.2048
  r_up=-0.1755, r_dn=0.1407, dr=-0.1581
  amplitude meV: formula -1.8457+0.0000i, fit -1.8457-0.0000i
  300 K: thermal length 8.14 layers, F(N=10)=0.7868
rms (all orders - first order)/all orders = 4.68e-04
fitted exponents: curved 2.000, cylindrical 1.500, flat 1.000
strong case U_up=-0.4, U_dn=3.5 eV, kT=0.4 eV/N, E(theta)-E(pi):
 theta=0 deg: rel. rms error 0.0341 (N 80-99), 0.0178 (N 160-179)
 theta=90 deg: rel. rms error 0.0339 (N 80-99), 0.0179 (N 160-179)
1 eV per cell = 2563.5 mJ/m^2
(E_F-E_AF)/2 at T=0, micro-eV per cell: N, full integral, asymptotic
 10 -36.3734 -35.2714
 20 6.4697 6.7413
 40 -0.3107 -0.3701
 100 -0.0585 -0.0647
 200 -0.0778 -0.0784
N=10, D=2.0 nm, 0 K: full -0.0932, asymptotic -0.0904 mJ/m^2
N=10, 300 K: full -30.7584, asymptotic -29.7139 micro-eV per cell
N=10, 300 K: full -0.0788, asymptotic -0.0762 mJ/m^2
```
